\section*{Stability of linear density mixing in supercells and equivalent primitive cells, part 2}

An argument holds that a supercell of $N$ primitive cells at $\Gamma$ and the primitive cell on the folding mesh are one calculation. It ends: ``The self-consistent-field cycle must therefore converge alike in both, and a mixing parameter that works for the primitive cell may be carried over to the supercell.''

The algebra uses Hartree atomic units, $k_B=1$ and $g(Q)=L^{-1}\int_0^Lg(x)e^{-iQx}dx$, with $L=Na$. Positive Gaussian sheets of width $w$ at $X_c=ca$ give $\rho_{\rm ion}(Q)=n_0S(Q)e^{-Q^2w^2/2}$, $S(Q)=\frac1N\sum_ce^{-iQX_c}$, and the potential
\begin{equation}V(Q)=-\frac{4\pi\rho_{\rm ion}(Q)}{Q^2}+\frac{4\pi n(Q)}{Q^2}+v_x(Q),\qquad v_x(x)=-\Big(\frac{3n(x)}{\pi}\Big)^{1/3}.\label{pot}\end{equation}
The map $\mathcal F$ takes input to output density, $n^*$ is its periodic fixed point, and $\mathcal T$ repeats a primitive-cell function over the supercell:
\begin{equation}n^{(\nu+1)}=n^{(\nu)}+\alpha\big(\mathcal F[n^{(\nu)}]-n^{(\nu)}\big).\label{mix}\end{equation}
\begin{equation}\mathcal F_{\rm super}[\mathcal Tn]=\mathcal T\mathcal F_{\rm prim}[n]\quad\text{for every }n\text{ of period }a .\label{fold}\end{equation}
Exactly periodic runs therefore coincide in exact arithmetic (Comment 1). For an error $\delta$, with response $\chi_0$ and $K$ the kernel $4\pi/Q^2$ ($Q\ne0$) plus $f_x=dv_x/dn$,
\begin{equation}\delta^{(\nu+1)}=\delta^{(\nu)}+\alpha(\chi_0K-1)\delta^{(\nu)}=(1-\alpha\varepsilon)\,\delta^{(\nu)},\qquad \varepsilon=1-\chi_0K .\label{lin}\end{equation}
Here $\lambda=1-\alpha\varepsilon$. The supercell has blocks $q=2\pi s/L$, $s=0,\dots,N-1$, the primitive cell only $q=0$. Convergence requires
\begin{equation}0<\alpha\varepsilon<2\ \text{ for all eigenvalues of all blocks},\qquad \alpha_c=\frac2{\varepsilon_{\max}} .\label{stab}\end{equation}
With $F(e)=\frac T\pi\ln(1+e^{(\mu-e)/T})$, $F'=-f/\pi$ ($f$ the Fermi function), $W_{ij}=(F_i-F_j)/(e_i-e_j)$, $i=(n,k)$, $j=(m,k+q)$ and periodic Bloch parts $u$, the head of $\chi_0$, also written $\chi$, is
\begin{equation}\chi_{00}(q)=\frac1L\sum_{k,n,m}W_{ij}|O_{nm}|^2,\qquad O_{nm}=\frac1a\int_0^au^*_{nk}u_{m,k+q}\,dy .\label{head}\end{equation}
Interband pairs count twice. With $\chi_{0,q}=-A_q^2$ and $K'_q$ the kernel without its $4\pi/q^2$ head,
\begin{equation}\Big|\varepsilon_{\max}(q)-1+\frac{4\pi}{q^2}\chi_{00}(q)\Big|\le\|A_qK'_qA_q\|=O(1).\label{weyl}\end{equation}
In the metal, with $q_{\min}=2\pi/L$,
\begin{equation}\chi_{00}(q\to0)=-D,\qquad D=\frac1{\pi L}\sum_{nk}f(e_{nk}),\qquad \varepsilon_{\max}=\frac{4\pi D}{q_{\min}^2}+O(1)=\frac{DL^2}{\pi}+O(1),\label{law}\end{equation}
In the uniform gas, with $k_F^3=3\pi^2n_0$, $k_{TF}^2=4k_F/\pi$, $\eta=q/2k_F$ and Lindhard function $\mathcal L(\eta)$,
\begin{equation}\varepsilon(q)=1+\frac{k_F}{\pi^2}\mathcal L\Big(\frac{4\pi}{q^2}-\frac\pi{k_F^2}\Big)=1+\Big(\frac{k_{TF}^2}{q^2}-\frac1{\pi k_F}\Big)\mathcal L .\label{jel}\end{equation}
Metallic mixing first fails near
\begin{equation}L_c\approx2\pi\sqrt{\frac{2/\alpha-1}{4\pi D}} .\label{Lc}\end{equation}
The insulator has one filled band, no transverse dispersion and an extra well $U$. Parameters: $a=3$~\AA, $w=0.5$~\AA, $n_0=0.05$~\AA$^{-3}$, $T=0.1$~eV, $U=3$~eV, cutoff 418~eV. A ``residual'' is the root mean square of $\mathcal F[n]-n$ divided by $n_0$.

\subsection*{Size dependence}

\begin{center}
\begin{tabular}{rrrrrrr}
$N$ & $L$/\AA & $\varepsilon_{\max}^{q=0}$ & $\varepsilon_{\max}$ & $4\pi D/q_{\min}^2$ & $\alpha_c$ & $\varepsilon_{\max}^{\rm ins}$\\
2 & 6 & 1.065 & 3.24 & 2.39 & 0.617 & 1.651\\
3 & 9 & 1.050 & 5.73 & 5.17 & 0.349 & 1.824\\
4 & 12 & 1.055 & 9.97 & 9.20 & 0.201 & 1.950\\
8 & 24 & 1.053 & 37.94 & 36.77 & 0.0527 & 2.271\\
16 & 48 & 1.053 & 148.65 & 147.07 & 0.0135 & 2.380\\
32 & 96 & 1.053 & 590.01 & 588.27 & 0.0034 & 2.409
\end{tabular}
\end{center}

The third column is what the primitive cell sees on a mesh of $N$ points, and it settles at 1.053. The fourth to sixth columns belong to the metallic supercell. From $N=16$ to 32 its largest eigenvalue rises by a factor 3.969, close to the factor 4 of (\ref{law}), while that of the insulator (gap 5.76~eV) rises by a factor 1.012; the program asserts both behaviours and the agreement with (\ref{law}) at $N=32$, where $590.01/588.27=1.003$. The separate roles of $k$ and $q$ are visible too. The block $s=2$ of $N=8$ has the same $q$ as $s=1$ of $N=4$, and the eigenvalues are 9.945 and 9.97: halving the mesh spacing changes the value by 0.3\%, whereas halving $q$ takes it to 37.94.

Two features of the table depart from the uniform gas. The density of states is $D=0.01393$~eV$^{-1}$\AA$^{-3}$, or $0.01393/0.01515=0.919$ of the free value $k_F/\pi^2$. If one $x$ band lies wholly below $\mu$ and the next wholly above, then $\sum f=N$ and $D=1/\pi a$, whose ratio to $k_F/\pi^2$ is $\pi/k_Fa=3.1416/(1.1397\times3)=0.919$. The agreement shows $\sum f=N$ to these digits. The second feature is the constant: $\varepsilon_{\max}-4\pi D/q^2$ is 1.17, 1.58 and 1.74 for $N=8$, 16, 32, while (\ref{jel}) with $\mathcal L\approx1-\eta^2/3$ gives $1-1/\pi k_F-k_{TF}^2/12k_F^2=1-0.528-0.176=0.30$. With one band below $\mu$ and $T\to0$, $F=(\mu-e)/\pi$ makes every intraband $W$ equal to $-1/\pi$, and completeness gives $|O_{11}|^2=1-\sum_{m>1}|O_{1m}|^2$. Then (\ref{head}), with the interband factor 2, becomes
\begin{equation}
-\chi_{00}(q)=\frac1{\pi a}+\frac1{\pi L}\sum_k\sum_{m>1}|O_{1m}|^2\,\frac{2\mu-e_{1k}-e_{m,k+q}}{e_{m,k+q}-e_{1k}} .
\end{equation}
The second term is of order $q^2$ and adds a constant to $\varepsilon_{\max}$, positive from those pairs whose mean energy lies below $\mu$. The zone-boundary gap is 2.27~eV, with $\mu$ lying 1.68~eV above the top of the first band and 0.59~eV below the bottom of the second. Evaluated from the Bloch states and multiplied by $4\pi/q^2$, the second term is 0.63 at $N=8$ and 1.20 at $N=32$, almost all of it from the quarter of the zone next to the boundary, while the bounded term in (\ref{weyl}) shifts $\varepsilon_{\max}$ by $-0.45$ and $-0.44$. The sums $1+0.63-0.45=1.18$ and $1+1.20-0.44=1.76$ reproduce 1.17 and 1.74 up to the finite-$T$ departure from the $T\to0$ formula. These numbers are not part of the printed output.

\section{Worked example: $N=8$, $\alpha=0.3$}

The supercell is 24~\AA\ long and $q_{\min}=2\pi/24=0.2618$~\AA$^{-1}=0.1385$~bohr$^{-1}$. The uniform-gas estimate (\ref{jel}), with $k_{TF}=1.6560$~\AA$^{-1}$, $1/\pi k_F=0.5278$ and $\mathcal L=0.9956$, is
\begin{equation}
\varepsilon=1+\big[(1.6560/0.2618)^2-0.5278\big]\times0.9956=1+39.48\times0.9956=40.31 .
\end{equation}
The lattice value is 37.94, lower by 6\% of the estimate, in the direction of the reduced $D$. The largest eigenvalues of the blocks $s=0,\dots,4$ are 1.053, 37.944, 9.945, 4.688 and 3.160.

For the primitive cell the spectrum spans 0.960 to 1.053. Hence $\alpha_c=1.90$, and the slowest mode has $\lambda=1-0.3\times0.960=0.712$. For the supercell
\begin{equation}
\alpha_c=\frac2{37.944}=0.0527,\qquad\lambda(q_{\min})=1-0.3\times37.944=-10.383 .
\end{equation}
The block $s=2$ is unstable as well, $1-0.3\times9.945=-1.98$, and $s=3$ is stable, $1-0.3\times4.688=-0.41$. The program starts the full nonlinear map from $\mathcal Tn^*$ plus random noise of size $10^{-10}n_0$ and measures the signed ratio of successive Fourier coefficients $n(q_{\min})$; it finds $-10.383$. It also brackets the threshold with a small cosine at $q_{\min}$ followed for 40 steps. At $1.1\alpha_c$, $\lambda=-1.2$ and $1.2^{40}=1.5\times10^3$, which is the printed gain. At $0.9\alpha_c$, $\lambda=-0.8$ and $0.8^{40}=1.3\times10^{-4}$, whereas the printed gain is $2.5\times10^{-4}$. A pure cosine is not exactly the dominant eigenvector, and the modes with $\varepsilon\approx1$ decay only as $(1-0.9\times0.0527)^{40}\approx0.14$; that a small admixture of them supplies the difference is likely but untested.

Equation (\ref{Lc}) with the $N=32$ value of $D$ gives $L_c=9.4$~\AA\ $=17.8$~bohr $=3.14\,a$ (the resemblance to $\pi$ is an accident of the parameters). From the table, $0.3\times5.73=1.72<2$ at $N=3$ and $0.3\times9.97=2.99>2$ at $N=4$. Direct noisy runs at $N=2$, 3, 4 are tested to decay or grow as (\ref{stab}) requires.

Lowering $\alpha$ restores stability but not likeness. For a spectrum in $[\varepsilon_{\min},\varepsilon_{\max}]$ the largest $|\lambda|$ is least when $1-\alpha\varepsilon_{\min}=-(1-\alpha\varepsilon_{\max})$, so $\alpha=2/(\varepsilon_{\min}+\varepsilon_{\max})$ and $|\lambda|=(\kappa-1)/(\kappa+1)$ with $\kappa=\varepsilon_{\max}/\varepsilon_{\min}$. The primitive cell has $\kappa=1.053/0.960=1.097$ and $|\lambda|=0.046$; the supercell has $\kappa=37.944/0.950=39.9$ and $|\lambda|=0.951$. In the linear regime, reducing an error in the worst mode by $10^6$ takes $\ln10^6/|\ln|\lambda||$ steps, about 5 and about 280.

\section{Comment 4: the unstable blocks need a seed}

Since (\ref{lin}) does not mix blocks, a component that is exactly zero stays zero, in agreement with Comment 1. The argument fails in practice because rounding, noise in the starting density and displaced atoms supply a nonzero component.

\subsection*{Rounding and noise}

Suppose each step injects an amount $\eta_\nu$ into the mode with factor $\lambda$. Then $A_{\nu+1}=\lambda A_\nu+\eta_\nu$, and from $A_0=0$, $A_\nu=\sum_{l<\nu}\lambda^{\nu-1-l}\eta_l$. For $|\lambda|>1$ and $|\eta_l|\le\eta$, the geometric sum gives $|A_\nu|\le\eta|\lambda|^\nu/(|\lambda|-1)$, and the earliest injections carry the largest weights. After a few steps $|A_\nu|\approx|A_{\nu_0}||\lambda|^{\nu-\nu_0}$, and a level $A_{\rm vis}$ is reached at
\begin{equation}
\nu_{\rm vis}=\nu_0+\frac{\ln(A_{\rm vis}/|A_{\nu_0}|)}{\ln|\lambda|}.
\label{lat}
\end{equation}
The delay depends on the seed only through a logarithm, so a seed smaller by a factor $c$ postpones the failure by $\ln c/\ln|\lambda|$ steps, few when $|\lambda|$ is well above 1 and many near the threshold, and does not remove it while the seed is nonzero.

The program starts both cells from the uniform density, adds no noise, and runs a third copy of the supercell whose residual is averaged over the cells at each step, which projects out all $q\ne0$. The residuals are:

\begin{center}
\begin{tabular}{rlll}
step & primitive & supercell & projected\\
0 & $2.922\times10^{-1}$ & $2.922\times10^{-1}$ & $2.922\times10^{-1}$\\
10 & $6.928\times10^{-3}$ & $6.928\times10^{-3}$ & $6.928\times10^{-3}$\\
15 & $1.077\times10^{-3}$ & $1.72$ & $1.077\times10^{-3}$\\
59 & $9.38\times10^{-11}$ & $2.4$ & $9.38\times10^{-11}$
\end{tabular}
\end{center}

At step 3, $|n(q_{\min})|/n_0=6.0\times10^{-14}$. The uniform start has $A_0=0$, so the first injection appears at step 1; dividing by $10.383^2=108$ gives about $6\times10^{-16}$ for it, the scale of double-precision rounding; the value depends on the machine. With $A_{\rm vis}=10^{-3}$, (\ref{lat}) gives $3+\ln(1.67\times10^{10})/\ln10.383=3+23.5/2.34=13.1$, and the run first exceeds the level at step 14; the test allows one step. The residual hides the growth. At step 10 the amplitude is $6.0\times10^{-14}\times10.383^7\approx8\times10^{-7}$. By (\ref{lin}) the residual is $-\varepsilon\delta$, and the pair $\pm q$ contributes $\sqrt2\times37.9\times8\times10^{-7}\approx4\times10^{-5}$. Different blocks are orthogonal, so this adds in quadrature to $6.9\times10^{-3}$ and changes it by a relative $2\times10^{-5}$. After the blow-up the run neither converges nor runs to infinity: for $\alpha\le1$ each iterate is a convex combination of non-negative densities with the same electron number, and the residual stays of order one. The projected run follows the primitive run through all 60 steps, to the asserted $10^{-11}n_0$, which identifies the $q\ne0$ components as the cause.

The primitive residual falls by $(4.473\times10^{-2}/2.922\times10^{-1})^{1/5}=0.687$ per step at first and by 0.691 on average between steps 20 and 59. The figure 0.712 is the slowest rate the spectrum allows, and it shows only after the faster modes have died out. The uniform start is even about a sheet and the map preserves this symmetry, so odd modes, among them the one with $\varepsilon=1.053$, are not excited. Diagonalizing the $q=0$ block shows that the largest component of the starting error lies on an even mode with $\varepsilon=1.037$, whose factor $1-0.3\times1.037=0.689$ is close to both observed rates. An even mode with $\varepsilon=0.960$ is also present, with about a tenth of that weight. It gains on the first by only $0.712/0.689=1.033$ per step and has not yet taken over at step 59.

A weakly unstable cell is more deceptive. At $N=4$, $\lambda=-1.991$, and the residual falls to $6.2\times10^{-6}$ at step 30 before rising to 1.2 by the last of 100 steps. A decay of about 0.69 per step from 0.29 would give $0.29\times0.69^{30}\approx4\times10^{-6}$, so up to that point the run resembles a primitive one. A convergence threshold of $10^{-5}$ would have stopped it with a density close to $n^*$ and the impression that the argument holds. Agreement seen in such a comparison does not show that the cell is stable, since the run may have ended before $\nu_{\rm vis}$.

\subsection*{A displaced atom}

Move the sheet at the origin by $d$. Then $\delta S(Q)=(e^{-iQd}-1)/N\approx-iQd/N$ for $Qd\ll1$, at every $Q$ of the supercell, and from (\ref{pot})
\begin{equation}
\delta\rho_{\rm ion}(Q)=-\frac{iQd}{N}n_0e^{-Q^2w^2/2},\qquad\delta V(Q)=-\frac{4\pi}{Q^2}\delta\rho_{\rm ion}=\frac{4\pi i\,n_0d}{NQ}e^{-Q^2w^2/2}.
\end{equation}
One displaced sheet feeds all blocks, and the potential it adds is largest at $q_{\min}$. To first order in $d$ the map becomes $\mathcal F_d[n^*+\delta]=n^*+\chi_0\delta V+\chi_0K\delta$. The first residual from the undisplaced density is $\chi_0\delta V$, and the new fixed point, where the right side equals $n^*+\delta$, obeys $\varepsilon\,\delta^*=\chi_0\delta V$. The starting error is $-\delta^*$, and it evolves by (\ref{lin}), with $\varepsilon$ changed only at order $d$. Keeping the head alone, $\varepsilon=1-\chi(4\pi/q^2+f_x)$ gives $-\chi\,4\pi/q^2=\varepsilon-1+\chi f_x$ and
\begin{equation}
\delta^*(q)=\frac{\varepsilon-1+\chi f_x}{\varepsilon}\,\delta\rho_{\rm ion}(q)\ \to\ -\frac{iqd}{N}n_0\quad(\varepsilon\gg1,\ qw\ll1):
\end{equation}
the electrons follow the ionic charge and screen it almost completely. The program tests the first residual and $\delta^*$ against the block formulas, and $\delta^*$ against this limit, at one tenth of the displacement used below.

For $d=0.01$~\AA, $qd/N=0.2618\times0.01/8=3.272\times10^{-4}$. The Gaussian factor is $e^{-(0.2618\times0.5)^2/2}=0.9915$, and $4\pi/q^2=36.77/0.01393=2640$~eV\,\AA$^3$, so $|\delta V|=2640\times0.05\times3.272\times10^{-4}\times0.9915=0.0428$~eV. The head estimate of the first residual is $D|\delta V|/n_0=0.01393\times0.0428/0.05=1.19\times10^{-2}$; the full block gives $1.205\times10^{-2}$. The shift of the fixed point is $3.194\times10^{-4}n_0$, or 0.976 of $n_0qd/N$; the head formula with the uniform-gas $\chi f_x\approx0.528$ gives $0.9915\times(37.944-0.472)/37.944=0.979$.

Summing (\ref{mix}) with a residual that is multiplied by $\lambda$ at each step, $n^{(\nu)}(q)=\alpha\,\chi_0\delta V\,(1+\lambda+\dots+\lambda^{\nu-1})$ when the dominant mode carries the head. Step 1 gives $0.3\times1.205\times10^{-2}=3.62\times10^{-3}$, as printed, and already more than ten times the required shift. Step 2 gives $3.62\times10^{-3}\times9.383=3.40\times10^{-2}$ against the printed $3.39\times10^{-2}$. Step 3 would give $3.62\times10^{-3}\times98.4=0.36$, but the run shows 0.208, since the linearization no longer holds at such amplitudes. The residual at step 59 is 2.45. There is no latent period: the seed exceeds rounding by some twelve orders of magnitude. Once a sheet is displaced, (\ref{fold}) no longer applies and no equivalent primitive calculation exists, so an $\alpha$ tuned on the primitive cell has been tested on none of the blocks that the displacement excites most.

\section{Comment 5: what removes the difference, and when there is little to remove}

Kerker preconditioning multiplies the residual by $P(Q)=Q^2/(Q^2+k_0^2)$, so that (\ref{lin}) becomes $\delta\to(1-\alpha P\varepsilon)\delta$. For the head of a metal, $P\varepsilon\to(q^2/k_0^2)(4\pi D/q^2)=4\pi D/k_0^2$ as $q\to0$, independent of $L$; with $k_0=k_{TF}$ this is the ratio 0.919 found above. A vanishing preconditioned residual means a vanishing residual at every $Q\ne0$, so the fixed points are unchanged. With $\alpha=0.8$ and noise of size $10^{-3}n_0$, the $N=8$ supercell converges in 30 steps to within $9.2\times10^{-12}n_0$ of $\mathcal Tn^*$. The same factor harms an insulator: there $P\varepsilon\to\varepsilon q^2/k_0^2\to0$, so $\lambda\to1$ and long waves converge slowly. This last statement follows from the formulas and was not run.

The insulating supercell needs no such cure at $\alpha=0.3$. With $\varepsilon_{\max}=2.271$, $\alpha\varepsilon_{\max}=0.68<2$, and a run from noise of $10^{-3}n_0$ reaches a residual of $8.9\times10^{-10}$ in 41 steps. If the trend of the table persists, $\alpha_c$ stays near $2/2.41=0.83$ at larger $N$.

\section{Wording the argument could defend}

The last sentence of the argument should be replaced by a conditional one: the two calculations converge alike if the density is held to the primitive period, or if $0<\alpha\varepsilon<2$ holds in every block $q\neq0$ and those blocks decay not appreciably more slowly than the block $q=0$. The analysis is local to $n^*$, concerns mean-field maps with linear or preconditioned linear mixing, and presumes equal basis, grid and smearing in both cells; the folding and the block structure carry over to three dimensions with $q$ running over the supercell reciprocal vectors modulo the primitive ones, while the numbers belong to this model. A claim of equal convergence should be supported by a run seeded on purpose at $q_{\min}$, with the signed ratio of successive coefficients $n(q_{\min})$ reported, since that ratio tends to the $\lambda$ of largest modulus in the block $q_{\min}$. It equals $1-\alpha\varepsilon_{\max}$ and yields $\alpha_c$ when that mode dominates, as in the unstable run above; below the threshold the slowly decaying modes with $\varepsilon\approx1$ can take over, so the probe is best made with an $\alpha$ above the expected $\alpha_c$.

\section*{Numbers as computed}
\begin{verbatim}
a = 3.0 A, w = 0.5 A, n0 = 0.05 A^-3, kT = 0.1 eV
U(insulator) = 3.0 eV, cutoff = 418 eV, alpha = 0.3
jellium kF = 1.1397 1/A, kTF = 1.6560 1/A, 1/(pi kF) = 0.5278 (a.u.)
N=8: L = 24.0 A, q_min = 0.2618 1/A = 0.1385 1/bohr
mu primitive = -0.490575 eV, mu supercell = -0.490575 eV
supercell residual/n0 at tiled n* = 5.4e-14; level mismatch = 2.9e-13 eV
n*/n0 min, max = 0.6286, 1.4215
FD Jacobian: off-block 1.9e-10, block error 7.3e-10, primitive vs q=0 2.6e-10
N=8 eps_max for s=0..4: 1.053 37.944 9.945 4.688 3.160
N=8 eps_min: q=0 block 0.960, all blocks 0.950
alpha_c primitive = 1.899, supercell = 0.0527
factor per step: primitive 0.712, q_min mode -10.383
jellium chi0(q_min): mesh -0.01508, Lindhard -0.01509 1/(eV A^3)
Lindhard factor = 0.9956, jellium model eps(q_min) = 40.31
N, L/A, metal eps(q=0), metal eps_max, alpha_c, 4piD/q^2, insulator eps_max
 2   6.0  1.065     3.24  0.6171     2.39  1.651
 3   9.0  1.050     5.73  0.3489     5.17  1.824
 4  12.0  1.055     9.97  0.2006     9.20  1.950
 8  24.0  1.053    37.94  0.0527    36.77  2.271
16  48.0  1.053   148.65  0.0135   147.07  2.380
32  96.0  1.053   590.01  0.0034   588.27  2.409
D(mu), N=32: 0.01393, jellium kF/pi^2: 0.01515 1/(eV A^3)
eps ratio N=32/16: metal 3.969, insulator 1.012
insulator gap = 5.76 eV; L_c estimate = 9.4 A = 17.8 bohr = 3.14 a
measured factor from noise 1e-10 n0: -10.383
gain in 40 steps: 0.9 alpha_c 2.5e-04, 1.1 alpha_c 1.5e+03
step  0: residual/n0 primitive 2.922e-01, supercell 2.922e-01, projected 2.922e-01
step  5: residual/n0 primitive 4.473e-02, supercell 4.473e-02, projected 4.473e-02
step 10: residual/n0 primitive 6.928e-03, supercell 6.928e-03, projected 6.928e-03
step 15: residual/n0 primitive 1.077e-03, supercell 1.722e+00, projected 1.077e-03
step 20: residual/n0 primitive 1.678e-04, supercell 1.982e+00, projected 1.678e-04
step 59: residual/n0 primitive 9.378e-11, supercell 2.425e+00, projected 9.379e-11
|n(q_min)|/n0 at step 3 = 6.0e-14; exceeds 1e-03 at step 14, predicted 13.1
N=4: factor -1.991, min residual 6.2e-06 at step 30, last 1.2e+00
d = 0.01 A: |dV(q_min)| = 0.0428 eV, |chi0 dV|/n0 = 1.205e-02
fixed-point shift/n0 = 3.194e-04, q d/N = 3.272e-04
displaced |n(q_min)|/n0 steps 1-3: 3.62e-03 3.39e-02 2.08e-01
displaced run, residual/n0 at step 59 = 2.45e+00
Kerker (alpha 0.8, k0 = kTF), noise 1e-3 n0: 30 steps, distance to n* 9.2e-12
insulator N=8, alpha 0.3, noise 1e-3 n0: residual 8.9e-10 in 41 steps
\end{verbatim}
